# Mean escape time from a two-state superbasin

## Problem

During vacuum deposition of a metal film, an adatom beside a step can sit in two neighbouring sites, called states 1 and 2. The barrier between them is low and the barriers leading away are high, so the atom flickers many times before it leaves. Such a group of states is called a superbasin. A kinetic Monte Carlo simulation that follows each flicker spends nearly all its effort on jumps that lead nowhere.

The rates, all constant and non-negative, are

- $a$ for the internal jump $1\to2$, and $b$ for $2\to1$;
- $e$ for leaving the pair from state 1, and $f$ for leaving it from state 2.

The jumps are Markovian: the chance of the next jump depends on the present state and on nothing earlier. An atom that has left does not count again if it returns.

1. The atom starts in state 1. Find its mean escape time $T_1$.
2. Evaluate it at 300 K for an attempt frequency $\nu=5\times10^{12}\ \mathrm{s^{-1}}$ and barriers of 0.30, 0.25, 0.60 and 0.50 eV for $a$, $b$, $e$ and $f$.
3. Decide whether the flickering can be replaced by one random escape time drawn from an exponential distribution with mean $T_1$.

## A tempting solution

The atom goes back and forth between the two states, so the internal traffic must balance. If $P_1$ and $P_2$ are the fractions of time spent in the states,

$$aP_1=bP_2,\qquad P_1+P_2=1,$$

which gives $P_1=b/(a+b)$ and $P_2=a/(a+b)$. The average exit rate is $eP_1+fP_2$, and the mean escape time is its inverse:

$$T_0=\frac{1}{eP_1+fP_2}=\frac{a+b}{eb+fa}.$$

## Where it fails

Let $f$ grow without limit while $a$, $b$ and $e$ stay fixed and $a>0$. Then $T_0\to0$. But the atom starts in state 1, and however fast the exit from state 2 may be, it must first leave state 1. That takes a mean time $1/(a+e)$, which is not zero.

The fault lies in $aP_1=bP_2$. This equation says that every arrival in state 2 is matched by a jump back to state 1. In fact some arrivals end in an exit from state 2. Let $\tau_1$ and $\tau_2$ be the mean total times spent in the two states before escape. The atom starts outside state 2 and finally is not in it, so the mean numbers of arrivals and departures there are equal:

$$a\tau_1=(b+f)\tau_2 .$$

The tempting solution dropped $f$. Its other step, the averaging of the exit rates, is sound if the right time fractions are used, as will be seen below.

## The right solution

**One visit.** In state 1 the total rate of leaving is $a+e$, so the probability of still being there after a time $t$ is $e^{-(a+e)t}$ (here the base of the exponential is Euler's number, not the rate). The mean stay is the integral of this probability, $1/(a+e)$. The probability that the stay ends with an internal jump is

$$p=\int_0^\infty a\,e^{-(a+e)t}\,dt=\frac{a}{a+e}.$$

In the same way, a visit to state 2 lasts $1/(b+f)$ on average and ends with a jump back with probability $q=b/(b+f)$.

**The number of visits.** From state 1 the atom returns to state 1 with probability $r=pq$. Then

$$1-r=\frac{(a+e)(b+f)-ab}{(a+e)(b+f)}=\frac{D}{(a+e)(b+f)},\qquad D=ef+eb+fa,$$

because the term $ab$ cancels from the expanded product. Assume $D>0$. Then $a+e$ and $b+f$ are both positive, since either of them being zero would make $D$ vanish, and $r<1$.

The first visit to state 1 is certain, the second takes place with probability $r$, the third with $r^2$, and so on. As $r^n\to0$, escape is certain. The mean number of visits to state 1 is

$$1+r+r^2+\dots=\frac1{1-r}.$$

Each of these visits is followed by a visit to state 2 with probability $p$, so the mean number of visits to state 2 is $p/(1-r)$.

**The time.** By the Markov property, the mean length of a visit does not depend on how many came before. The mean total times are therefore the mean numbers of visits multiplied by the mean stays:

$$\tau_1=\frac{1}{a+e}\,\frac{(a+e)(b+f)}{D}=\frac{b+f}{D},$$

$$\tau_2=\frac{1}{b+f}\,\frac{a}{a+e}\,\frac{(a+e)(b+f)}{D}=\frac{a}{D}.$$

They satisfy the corrected balance $a\tau_1=(b+f)\tau_2$. Their sum is the answer to the first question:

$$\boxed{T_1=\frac{a+b+f}{ef+eb+fa}}$$

**A second road.** After its first stay in state 1, the atom has either escaped or begun afresh in state 2, from where the mean escape time is $T_2$. Hence $T_1=1/(a+e)+pT_2$, and likewise for state 2:

$$(a+e)T_1=1+aT_2,\qquad (b+f)T_2=1+bT_1 .$$

Multiply the first equation by $b+f$ and insert the second:

$$(a+e)(b+f)T_1=(b+f)+a(1+bT_1).$$

Moving $abT_1$ to the left gives $DT_1=a+b+f$, as before. Exchanging the roles of the states gives $T_2=(a+b+e)/D$. The numerator contains the exit rate of the state in which the atom did *not* start.

**Where the atom leaves.** While in state 1 it exits at rate $e$, and it exits once in all. The exit probabilities are therefore

$$X_1=e\tau_1=\frac{e(b+f)}{D},\qquad X_2=f\tau_2=\frac{fa}{D},$$

and they add to one. Dividing $e\tau_1+f\tau_2=1$ by $T_1$ gives

$$\frac1{T_1}=e\,\frac{\tau_1}{T_1}+f\,\frac{\tau_2}{T_1}.$$

This is the averaging step of the tempting solution, now with the true time fractions. The mean number of internal jumps follows in the same manner:

$$N=a\tau_1+b\tau_2=\frac{a(2b+f)}{D}.$$

## Limits and conditions

- For $f\to\infty$, $T_1\to1/(a+e)$: arriving in state 2 amounts to escaping. The tempting formula failed here.
- For $a\to0$ with $e>0$ and $b+f>0$ held fixed, $T_1\to1/e$: in the limit, state 2 is never reached.
- For $e=f>0$, $D=e(a+b+e)$ and $T_1=1/e$: the atom leaves at the same rate wherever it is.
- For $b=0$, $T_1=(a+f)/[f(a+e)]=1/(a+e)+p/f$: one stay in state 1 and, with probability $p$, one in state 2.

If $D=0$, the formula does not apply. Either the atom can be caught for good, and the mean is infinite, or $a=0$, $b=f=0$ and $e>0$. In that last case it leaves state 1 directly after a mean time $1/e$, although the formula reads $0/0$.

**How wrong is $T_0$?** Write $D_0=eb+fa$, so that $D=D_0+ef$, and take $D_0>0$. Then

$$T_1-T_0=\frac{(a+b+f)D_0-(a+b)(D_0+ef)}{DD_0}=\frac{fD_0-ef(a+b)}{DD_0}.$$

In the numerator, $f(eb+fa)-efa-efb=fa(f-e)$. Therefore

$$T_1-T_0=\frac{fa(f-e)}{DD_0},\qquad \frac{T_1-T_0}{T_0}=X_2\,\frac{f-e}{a+b}.$$

If state 2 has the faster exit, $T_0$ is too short, because it gives state 2 the share $a/(a+b)$ of the time instead of the true share $\tau_2/T_1=a/(a+b+f)$, and so counts the faster exit too heavily. Since $X_2\le1$, the error relative to $T_0$ is at most $|f-e|/(a+b)$ in size. The tempting formula is thus a good approximation when internal jumps are much faster than the difference of the exit rates.

A case without this separation shows the difference. For $a,b,e,f=3.0,\ 5.0,\ 0.4,\ 0.9\ \mathrm{s^{-1}}$,

$$D=0.36+2.00+2.70=5.06\ \mathrm{s^{-2}},\qquad T_1=\frac{8.9}{5.06}=1.759\ \mathrm{s},$$

whereas $T_0=8.0/4.70=1.702$ s. A direct stochastic simulation of 200 000 atoms, all starting in state 1, gave 1.7590 s with a standard error of 0.0039 s. It agrees with $T_1$ and lies more than fourteen standard errors from $T_0$.

## The numbers at 300 K

With $k_BT=0.02585$ eV, each rate is $\nu$ times the Boltzmann factor of its barrier:

$$a=4.56\times10^7,\quad b=3.16\times10^8,\quad e=416,\quad f=1.99\times10^4\ \ \mathrm{s^{-1}}.$$

In $D$, the term $eb$ is $1.31\times10^{11}$, $fa$ is $9.09\times10^{11}$ and $ef$ is about $8\times10^6\ \mathrm{s^{-2}}$. Hence $D=1.040\times10^{12}\ \mathrm{s^{-2}}$ and

$$T_1=\frac{3.613\times10^8}{1.040\times10^{12}}\ \mathrm{s}=3.47\times10^{-4}\ \mathrm{s}=347\ \mathrm{\mu s}.$$

The atom spends 303 μs in state 1 and 44 μs in state 2, yet it leaves from state 2 with probability 0.87. The short time there is outweighed by an exit rate 48 times larger. Had state 2 been ignored, the estimate would have been $1/e=2402$ μs. The mean number of internal jumps before escape is about 27 700.

Here $T_0$ is too short by a fraction of merely $4.7\times10^{-5}$. The tempting solution gives a good number for this example, but its success comes from the separation of rates.

The round barriers also allow a simple reading. The two internal jumps cross the same saddle, so state 2 lies 0.05 eV above state 1. Put $w=e^{-0.05\,\mathrm{eV}/k_BT}$. Then $a/b=w$, and the exit barriers differ by 0.10 eV, so $f/e=w^{-2}$. In the fast-mixing limit,

$$\frac1{T_0}=\frac{e+wf}{1+w}=e\,\frac{1+1/w}{1+w}=\frac ew .$$

Since $e=\nu e^{-0.60\,\mathrm{eV}/k_BT}$, the escape follows an Arrhenius law with a barrier of $0.60-0.05=0.55$ eV. This is the height of the exit saddle of state 2 above state 1. That the expression reduces to a single exponential is a property of these particular barriers; in general the ratio $(e+wf)/(1+w)$ does not simplify in this way.

## Is one exponential draw enough?

The mean alone cannot answer the third question. Let $M_1$ and $M_2$ be the mean squares of the escape times from the two states. They are finite, because the number of visits has a geometric tail and each stay an exponential one.

The first stay $s$ in state 1 has mean square $2/(a+e)^2$, and its length is independent of where the atom goes next, since the density $a\,e^{-(a+e)t}$ is the product of $p$ and the density of $s$. Squaring the sum of the first stay and the remaining time gives

$$M_1=\frac{2}{(a+e)^2}+\frac{2pT_2}{a+e}+pM_2 .$$

Multiply by $a+e$. The first two terms become $2[1/(a+e)+pT_2]=2T_1$, so

$$(a+e)M_1=2T_1+aM_2,\qquad (b+f)M_2=2T_2+bM_1 .$$

Eliminating $M_2$ as $T_2$ was eliminated before yields

$$M_1=\frac{2[(b+f)T_1+aT_2]}{D}.$$

For an exponential distribution the standard deviation equals the mean. Take instead $a=e=1$ and $b=f=0.01\ \mathrm{s^{-1}}$. Then $D=0.03\ \mathrm{s^{-2}}$, $T_1=34$ s and $T_2=67$ s, so

$$M_1=\frac{2(0.02\times34+67)}{0.03}\ \mathrm{s^2}=4512\ \mathrm{s^2}.$$

The standard deviation is $\sqrt{4512-34^2}=58$ s, which is 1.70 times the mean. Half the atoms leave directly from state 1 after 0.5 s on average, while the others are held for a long time in state 2. One exponential with the correct mean would misrepresent both groups.

For the adatom at 300 K the ratio is 0.999993. A ratio near one does not by itself prove that a distribution is exponential, but here the survival probability can be examined directly. It obeys linear rate equations for two states and is a sum of two decays,

$$S(t)=(1-c)\,e^{-\lambda_s t}+c\,e^{-\lambda_f t},$$

where $\lambda_s+\lambda_f=a+b+e+f$ and $\lambda_s\lambda_f=D$ (trace and determinant of the rate matrix, up to sign). As the internal rates dominate, $\lambda_f\approx3.61\times10^8\ \mathrm{s^{-1}}$ and $\lambda_s\approx D/\lambda_f\approx2880\ \mathrm{s^{-1}}$. At $t=0$ the atom is in state 1, so $-S'(0)=e$. This fixes the weight of the fast decay:

$$c=\frac{e-\lambda_s}{\lambda_f-\lambda_s}\approx\frac{416-2880}{3.61\times10^8}\approx-7\times10^{-6}.$$

The answer is yes for this example. After a few times $1/\lambda_f\approx3$ ns, both occupations decay together in a fixed ratio, so the place of exit no longer depends on the time of exit. A simulation can draw one exponential time with mean $T_1$ and, independently, the exit state with probabilities 0.13 and 0.87. If a state has several exits, the one taken is then chosen in proportion to its rate.

## How far the model can be trusted

The parameters are round values, roughly typical of adatoms on metal surfaces: attempt frequencies of some $10^{12}$ to $10^{13}\ \mathrm{s^{-1}}$ and barriers of tenths of an eV. They describe no particular metal. Of the effects sized here, errors in the barriers and prefactors weigh most. Raising both exit barriers by 0.05 eV, with everything else fixed, divides $e$ and $f$ by 6.9 and lengthens $T_1$ to 2402 μs; lowering them by as much shortens it to 50 μs. (The first value coincides with $1/e$ because $T_0=w/e$ and the shift multiplies it by $1/w$.) A tenfold larger prefactor for $f$ alone gives 39 μs. The calculated 347 μs is thus at best an order of magnitude for a real step, however many digits the arithmetic supplies.

The other effects sized here are smaller, but the hot jumps named in the last item are not sized:

- **Substrate temperature.** $T_1$ is 498 μs at 295 K and 245 μs at 305 K.
- **Other adatoms.** Take a flux of 0.1 monolayer/s and a regular train of steps with terraces 100 sites wide. If all landing atoms reach a step, each step site receives 10 atoms/s on average. For a pocket of four such sites, the chance of an arrival during $T_1$ is about $40\times3.47\times10^{-4}\approx0.014$. Transport along the step could concentrate the supply and is left out.
- **Quantum motion.** Let $x=h\nu/k_BT=0.80$, using $\nu$ for both the well and an inverted parabolic barrier. With energy $uk_BT$ measured from the barrier top, the transmission is $1/(1+e^{-2\pi u/x})$. Its thermal average $\int e^{-u}(\dots)\,du$ over all $u$ is $(x/2)/\sin(x/2)=1.027$, where the classical value is 1. Replacing the classical partition function $1/x$ of the well by the quantum one, $1/[2\sinh(x/2)]$, raises the rates by another factor $\sinh(x/2)/(x/2)=1.027$. Together they shorten $T_1$ by 5 %, to 329 μs. Vibrations across the jump direction are not included.
- **Memory.** Suppose an atom needs roughly 1 ps to lose the energy of a jump. At the thermal rates, the chance of a further jump from state 2 within that time is about $3\times10^{-4}$, so an atom that settles in state 2 nearly always stays long enough to forget how it came. An atom that is still hot jumps more readily than these rates say. Such correlated jumps are left out. If exits by hot atoms came on top of the rates $e$ and $f$, even rare ones would matter: since the atom makes about 27 700 internal jumps before it escapes, they would have to be much rarer than one in 27 700 jumps for the calculated $T_1$ to hold. They do not come on top if the rates are read as transition-state rates, which are equilibrium fluxes over the saddles and count every crossing, by a hot atom or a settled one. In one dimension, the share of $1\to2$ crossings that carry the extra $0.55-0.30=0.25$ eV needed to pass the exit saddle of state 2 is $e^{-0.25\,\mathrm{eV}/k_BT}=6.3\times10^{-5}$, which is just $f/b$. While the pair stays near thermal equilibrium, detailed balance also keeps the ratio of the effective internal rates at $w$, however many hot jumps back occur. Memory does change the meaning of the jump count, and slow energy exchange with the substrate can deplete the energetic atoms and lengthen the escape time. Neither is estimated here.

A real step may also offer more than two quickly connected sites. The two-state formula then does not apply as it stands, and a first-step equation is needed for each site. Most of the values used above are collected in the numerical output.

## Computed values

```
TESTS
largest relative gap, formulas vs quadrature: 2.9e-12
test rates a, b, e, f (1/s): 3.0 5.0 0.4 0.9
simulated mean escape time: 1.7590 s
its standard error: 0.0039 s
formula T1: 1.7589 s
fast-mixing time, test rates: 1.7021 s
simulated exit fraction from 2: 0.5315
formula exit fraction from 2: 0.5336
simulated internal jumps: 6.471
formula internal jumps: 6.462
slow-exchange rates a, b, e, f (1/s): 1.0 0.01 1.0 0.01
slow-exchange T1: 34.00 s
slow-exchange deviation/mean: 1.704
WORKED EXAMPLE
temperature: 300 K, kT: 0.02585 eV
attempt frequency: 5.0e+12 1/s
barriers for a, b, e, f (eV): 0.30 0.25 0.60 0.50
rate a: 4.5624e+07 1/s
rate b: 3.1561e+08 1/s
rate e: 4.1631e+02 1/s
rate f: 1.9922e+04 1/s
D: 1.0403e+12 1/s^2
T1: 347.25 us
T1 in seconds: 3.4725e-04 s
T2: 347.23 us
1/e, escape with state 2 ignored: 2402.1 us
residence in 1: 303.40 us
residence in 2: 43.86 us
thermal share of state 2: 0.1263
exit probability from 1: 0.1263
exit probability from 2: 0.8737
internal jumps before escape: 27683
relative excess of T1 over fast mixing: 4.72e-05
deviation/mean of escape time: 0.999993
NEGLECTED EFFECTS
T1, exit barriers +0.05 eV: 2402.1 us
T1, exit barriers -0.05 eV: 50.2 us
T1, exit prefactor of 2 tenfold: 39.2 us
T1 at 305 K: 245.0 us
T1 at 295 K: 498.0 us
flux: 0.1 monolayer/s, terrace: 100 sites
pocket: 4 sites
chance of another arrival before escape: 0.0138
h*frequency/kT: 0.7999
tunnelling factor on rates: 1.0272
well quantization factor on rates: 1.0269
T1 with both quantum factors: 329.2 us
thermalization time: 1 ps
chance of a jump from 2 within it: 3.2e-04
```
